# Logarithmic divergence of the direct second-order correlation energy in metals, part 2

The direct second-order correlation energy per electron of a metal, $\varepsilon_{2d}$, diverges logarithmically as the mesh is refined; the random-phase (RPA) energy converges. Hartree atomic units are used. The model is three-dimensional paramagnetic jellium at zero temperature, with a sharp Fermi surface, $v(q)=4\pi/q^2$, $\mathbf q=0$ removed, and orbital energies $k^2/2$ unless stated otherwise.

The momentum transfer $\mathbf q=\Delta\mathbf m$ ($\mathbf m$ an integer vector) runs over an $n^3$ mesh of spacing $\Delta$, with $N_k=n^3$ and box volume $\Omega$. Sums over occupied $\mathbf k,\mathbf p$ are continuous, except in "discrete" sums. Here $k_F$ is the Fermi wave vector, $\rho=k_F/\Delta$, $x=q/k_F=m/\rho$, and $\mu,\mu'$ are the cosines of the angles of $\mathbf k,\mathbf p$ to $\mathbf q$.

With $\chi_0=-(k_F/\pi^2)L$ the independent-particle response, $\omega=k_F^2xu$ and $z=x/2$,
$$E_{2d}=\sum_{\mathbf q\neq0}\int_0^\infty\frac{d\omega}{2\pi}\Big[-\tfrac12(v\chi_0)^2\Big].$$
$$L=\tfrac12+\frac{1-z^2+u^2}{8z}\ln\frac{(z+1)^2+u^2}{(z-1)^2+u^2}-\frac u2\Big[\arctan\frac{1+z}u+\arctan\frac{1-z}u\Big].$$
As $x\to0$, $L\to R(u)=1-u\arctan(1/u)$, with $\int R\,du=\pi/4$.

Per electron, $\varepsilon_{2d}\to-\int\frac{dx}{x}G(x)$, where $G=\frac6{\pi^3}\int_0^\infty L^2du$, $G(0)=3J/\pi^2$, $J=\iint_0^1\mu\mu'/(\mu+\mu')$, and
$$G(0)=C=\frac{2(1-\ln2)}{\pi^2}=0.062181\ {\rm Ha}.$$
$G_{\rm HF}$ is $G$ with Hartree–Fock energies. The exchange summand is the direct one multiplied by $-\tfrac12\,q^2/|\mathbf k+\mathbf p+\mathbf q|^2$.

The mesh law is
$$\varepsilon_{2d}=-C\,[\ln\rho+\ln b+A]+O(\rho^{-2}),$$
with $\int_x^\infty G\,dx'/x'\to C\ln(b/x)$, $\ln b=0.41293$, $A=0.30414$. The sum of $m^{-s}$ minus its integral from the origin is $Z(s)$; $Z(1)=-2.83730$, $Z(0)=-1$.

The example has $r_s=2$ bohr and one electron per simple-cubic cell, so $\rho=0.49237\,n$. At $n=8$, $\varepsilon_{2d}=-0.130019$ Ha. For $n=8,32,64,128$, $\varepsilon_{\rm RPA}=-0.059025,-0.061602,-0.061750,-0.061788$ Ha.

With $\mathbf k,\mathbf p$ also on the mesh, closed shells scatter about the mesh sum (shell noise). The column-count estimate for the six $(100)$ vectors is $-6\rho\,\delta N/(\pi^3N_{\rm orb})$, with $\delta N=N_{\rm col}-\pi\rho^2$, $N_{\rm col}$ columns and $N_{\rm orb}$ occupied orbitals.

### What does not diverge, and what diverges more slowly

For the exchange term at small $x$, both momenta lie on the unit sphere and $|\hat{\mathbf k}+\hat{\mathbf p}|^2=\alpha+\beta\cos\phi$, with $\alpha=2+2\mu\mu'$ and $\beta=2\sqrt{(1-\mu^2)(1-\mu'^2)}$. The substitution $\tau=\tan(\phi/2)$ gives the azimuthal average of the inverse as $(\alpha^2-\beta^2)^{-1/2}$, and $\alpha^2-\beta^2=4[(1+\mu\mu')^2-(1-\mu^2)(1-\mu'^2)]=4(\mu+\mu')^2$. The exchange energy per unit $\ln x$ is then $+\frac3{\pi^2}\cdot\frac{x^2}2\iint\mu\mu'/[2(\mu+\mu')^2]=+0.01468\,x^2$ Ha at leading order. It is integrable and cannot cancel a constant.

In an insulator only interband transitions exist. The periodic parts obey $H(\mathbf k+\mathbf q)=H(\mathbf k)+\mathbf q\cdot(\hat{\mathbf p}+\mathbf k)+q^2/2$, and first-order perturbation theory gives the interband weight $\sum_{n}|\mathbf q\cdot\mathbf p_{n1}|^2/(\epsilon_n-\epsilon_1)^2$ out of band 1, with $\mathbf p_{n1}$ the matrix element of $\hat{\mathbf p}+\mathbf k$. So $\chi_0\propto q^2$, $v\chi_0$ is finite, the frequency scale is the gap, and the measure is $q^2dq$. In a one-dimensional potential $2V\cos x$ with $V=0.2$ Ha, at $k=0.2$ and $q=0.001$ bohr$^{-1}$, diagonalization gives an interband weight of $0.80084\,q^2$, equal to the perturbative value, and an intraband weight of $0.9999992$, the overlap near 1 used above.

Møller–Plesset theory proper uses Hartree–Fock energies. The exchange shift is $-\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\frac{4\pi}{|\mathbf k-\mathbf p|^2}$. The angular integral gives $-\frac1{\pi k}\int_0^{k_F}p\ln|\frac{k+p}{k-p}|dp$, and parts with the antiderivative $(p^2-k^2)/2$ give $-\frac{k_F}\pi[1+\frac{k_F^2-k^2}{2kk_F}\ln|\frac{k_F+k}{k_F-k}|]$. For $k=k_F(1+\delta)$ the energy relative to the Fermi level, in units of $k_F^2$, is $\delta[1+\lambda\ln(2/|\delta|)]$ to leading order, with $\lambda=1/(\pi k_F)$. A hole at $\delta=-tx\mu$ and its particle at $(1-t)x\mu$, $0<t<1$, have excitation energy $x\mu[1+\lambda\ln(1/x)+\lambda h]$, where $h=\ln(2/\mu)-t\ln t-(1-t)\ln(1-t)$ does not depend on $x$. With $\ell=\ln(1/x)$ each denominator is $x[(\mu+\mu')(1+\lambda\ell)+\lambda(\mu h+\mu'h')]$; for large $\ell$ the second part is a relative correction of order $\lambda/(1+\lambda\ell)$, and expanding to first order in it gives $C/G_{\rm HF}\to\lambda\ell+c$ with $c$ constant, and $\int C\,d\ell/(\lambda\ell+c)=(C/\lambda)\ln(\lambda\ell+c)$. The divergence survives as $\ln\ln$. At $r_s=2$ the thin-shell quadrature gives a slope $0.33182$ against $\lambda=0.33172$. Between $x=10^{-4}$ and $10^{-8}$, $C/G_{\rm HF}$ rises from $0.062181/0.01349=4.61$ to $0.062181/0.00811=7.67$, and the interval contributes about $-(0.0622/0.3317)\ln(7.67/4.61)=-0.095$ Ha, compared with $-C\ln10^4=-0.573$ Ha for free-electron energies.

### How RPA cuts the logarithm off

The adiabatic-connection formula is $E_c=-\sum_{\mathbf q}v\int_0^1dg\int_0^\infty\frac{d\omega}{2\pi}(\chi_g-\chi_0)$, and RPA takes $\chi_g=\chi_0/(1-gv\chi_0)$ at coupling strength $g$. With $y=-v\chi_0\ge0$, $\int_0^1y\,dg/(1+gy)=\ln(1+y)$, so $E_c=\sum_{\mathbf q}\int\frac{d\omega}{2\pi}[\ln(1+y)-y]$. Its first term, $-y^2/2$, is $E_{2d}$ above, which confirms the prefactor. Here $y=\frac{4\pi}{k_F^2x^2}\frac{k_F}{\pi^2}L=\kappa^2L/x^2$, with $\kappa^2=4/(\pi k_F)=(k_{TF}/k_F)^2$ and $k_{TF}$ the Thomas–Fermi wave vector. Dividing by the density $k_F^3/3\pi^2$, with $d^3q/(2\pi)^3=k_F^3x^2dx/2\pi^2$ and $d\omega=k_F^2x\,du$,
$$\varepsilon_{\rm RPA}=\int\frac{dx}xF(x),\qquad F=\frac{3k_F^2}{4\pi}\,x^4\int_0^\infty du\,[\ln(1+y)-y].$$
The term of order $y^j$ scales as $x^{4-2j}dx/x$: logarithmic for $j=2$, $dx/x^3$ for $j=3$. The expansion parameter is $\kappa^2/x^2$, so adding a third order makes the mesh dependence worse. For $x\gg\kappa$, $F\to-G$.

For $x\ll\kappa$ and $x\ll1$, where $L\simeq R$, the term $-y$ gives $-\frac{3k_F^2}{4\pi}x^2\kappa^2\frac\pi4=-\frac{3k_F}{4\pi}x^2$. The logarithm is dominated by large $u$, where $R\simeq1/3u^2$; the integral $\int_0^\infty\ln(1+\gamma^2/u^2)du$ has derivative $\pi$ in $\gamma$ and so equals $\pi\gamma$, with $\gamma=\kappa/\sqrt3x$. The corresponding frequency $k_F^2\kappa/\sqrt3$ is the plasma frequency. Thus
$$F\to-\frac{3k_F}{4\pi}x^2+\frac{\sqrt3}4k_F^2\kappa\,x^3 .$$
At $r_s=2$ ($k_F=0.95958$ bohr$^{-1}$, $\kappa=1.15190$) and $x=0.05$ this is $-0.0005727+0.0000574=-0.000515$ Ha; the full $F$ is $-0.000518$ Ha, while $-G=-0.062150$ Ha.

At high density the cutoff can be found exactly. Choose $\kappa\ll x_0\ll1$. Above $x_0$ second order holds and gives $-C\ln(b/x_0)$. Below, $L=R$; with $\xi=x^2$, $W=x_0^2$ and $\sigma=\kappa^2R$, parts give $\int_0^W\xi\ln(1+\sigma/\xi)d\xi=\frac{W^2}2\ln(1+\frac\sigma W)+\frac\sigma2[W-\sigma\ln(1+\frac W\sigma)]$, which for $W\gg\sigma$ is $\sigma W-\frac{\sigma^2}4-\frac{\sigma^2}2\ln\frac W\sigma$. The term $-y$ removes $\sigma W$, and $x^3dx=\tfrac12\xi\,d\xi$ leaves $-\frac{\sigma^2}4[\ln\frac W\sigma+\tfrac12]$. Since $\frac{3k_F^2}{4\pi}\frac{\kappa^4}4=\frac3{\pi^3}$ and $\frac6{\pi^3}\int R^2=C$, this region contributes $-\frac C2[2\ln x_0-2\ln\kappa-\langle\ln R\rangle+\tfrac12]$, the average being weighted by $R^2$. Adding the two regions,
$$\varepsilon_{\rm RPA}\to-C\ln\frac b{x_c},\qquad x_c=\kappa\,e^{\langle\ln R\rangle/2-1/4}=0.59136\,\kappa ,$$
with $\langle\ln R\rangle=-0.55066$. The logarithm is the same one, with the mesh cutoff $e^{-A}\Delta$ replaced by $0.59\,k_{TF}$. Because $k_F=(9\pi/4)^{1/3}/r_s$, $\kappa\propto r_s^{1/2}$ and $\varepsilon_{\rm RPA}\to\frac C2\ln r_s+c_0$. At $r_s=1$ bohr, $x_c=0.59136\times1.15190/\sqrt2=0.48167$, so $c_0=0.062181(\ln0.48167-0.41293)=-0.07110$ Ha. At $r_s=10^{-4}$ bohr the law gives $-0.357455$ Ha and the full integral $-0.357459$ Ha. At $r_s=2$ the condition $\kappa\ll1$ fails: the law gives $0.031091\ln2-0.07110=-0.0495$ Ha, about 20% smaller in magnitude than the full $-0.061801$ Ha ($-1.68$ eV). The full values at $r_s=1$, 2 and 5 bohr agree with the Perdew–Wang fit to RPA within the tested $10^{-3}$ Ha; the largest difference is $0.00006$ Ha.

The RPA correlation energy converges, but slowly. Its mesh summand is $F(m/\rho)/(4\pi m^3)$, whose small-$x$ terms go as $m^{-1}$ and $m^0$, so sum minus integral is
$$\delta\varepsilon_{\rm RPA}=-\frac{3k_FZ(1)}{16\pi^2\rho^2}-\frac{\sqrt3\,k_F^2\kappa}{16\pi\rho^3}=\frac{0.05172}{\rho^2}-\frac{0.03655}{\rho^3}\ {\rm Ha}$$
at $r_s=2$, with $Z(0)=-1$ in the second term. For $n=32$ this is $2.083\times10^{-4}-0.093\times10^{-4}=1.990\times10^{-4}$ Ha, against an observed $1.992\times10^{-4}$ Ha. The $\rho^{-2}$ term has a counterpart in the first-order exchange energy per electron, $\frac1{2\Omega}\sum_{\mathbf q\ne0}v(q)[S(q)-1]$, where $S$ is the fraction of occupied orbitals with $\mathbf k+\mathbf q$ empty, $S\to\int_0^12\pi x\mu\,d\mu/(4\pi/3)=3x/4$ at small $x$. With the $-1$ term corrected by the Madelung constant, the term $3x/4$ leaves a mesh error $+3k_FZ(1)/(16\pi^2\rho^2)$, equal and opposite to the first term above. Exchange plus RPA correlation on the same mesh therefore errs at leading order only by the $\rho^{-3}$ term, which equals $-\omega_p/2N$ for $N=8\pi\rho^3/3$ electrons and plasma frequency $\omega_p$.

### Practice

A direct second-order energy of a three-dimensional metal has no dense-mesh limit, so it should not be extrapolated or quoted without its mesh. At $n=8$ it is already $0.1300/0.0618=2.1$ times the converged RPA value. Integrating the summand over the omitted cell around $\mathbf q=0$ does not help, since $\int dx/x$ diverges there; changing the lattice or the weights of the nearest points changes $A$ and leaves $C\ln\rho$.

The diagnostic is the energy against $\ln N_k$: the divergence gives a line of constant slope, although a finite range of meshes cannot tell it from a logarithm that is cut off, as by a very small gap, at a wave vector below the finest spacing. Shell noise of up to $0.01$ Ha at $\rho\approx4$–5 is nearly a quarter of the step per doubling, so two neighbouring sizes do not determine the slope; averaging over fillings, or a wide range of sizes, reduces the error. With Hartree–Fock energies the steps shrink as $1/\ln$, which still does not sum to a limit.

In jellium with free-electron energies $\varepsilon_{2d}$ is independent of density, so it cancels between two densities at equal electron number. Between real metallic structures the coefficient depends on the Fermi surface, and a cancellation of the logarithm has to be shown case by case.

The direct term should be replaced by the ring sum, while the bare second-order exchange term is finite at small $q$ and needs no resummation to converge. Finite is not the same as accurate: it adds $+0.0242$ Ha at every density and overcorrects RPA at metallic densities, giving $-0.0376$ Ha at $r_s=2$ and $-0.0183$ Ha at $r_s=5$ against $-0.0448$ and $-0.0282$ Ha from the Perdew–Wang fit to the full correlation energy. The sum of exact exchange and RPA correlation on the same mesh converges as $N_k^{-1}$; the RPA correlation energy taken alone is extrapolated in $N_k^{-2/3}$ once $\Delta\ll k_{TF}$ and $\Delta\ll k_F$. The error relative to the converged value is $(0.061801-0.059025)/0.061801=4.5\%$ at $n=8$, and the two finest meshes give $[4(-0.061788)+0.061750]/3=-0.061801$ Ha. This law was derived with continuum orbital sums; a fully discrete calculation adds shell noise, whose size in RPA is not determined here. Smeared occupations and finite temperature change the counting of excitable states at small $q$, where the excitation energy $k_Fq$ is not large compared with the smearing width. The coefficients above were derived for a sharp Fermi surface and do not describe that range.

## Table of computed values

```
C = 0.062181 Ha; C ln2 = 0.043101 Ha = 1.1728 eV
C/3 = 0.020727 Ha; C/2 = 0.031091 Ha
int mu mu'/(mu+mu') = 0.204569; int R^2 du = 0.321336; int R du = 0.785398
G(x=0.01) = 0.062180 Ha
G(x=0.5) = 0.059042 Ha
G(x=1.0) = 0.049951 Ha
G(x=2.0) = 0.019349 Ha
G(x=3.0) = 0.005257 Ha
ln b = 0.41293; b = 1.51124; A = 0.30414; Z(1) = -2.83730
rs = 2.0 bohr; kF = 0.95958 1/bohr; kappa = 1.15190; rho/n = 0.49237
RPA converged = -0.061801 Ha = -1.6817 eV
RPA mesh error coefficients: rho^-2: 0.05172 Ha; rho^-3: -0.03655 Ha
n=8 rho=3.939: e2d=-0.130019 law=-0.129834 RPA=-0.059025 Ha
n=16 rho=7.878: e2d=-0.172981 law=-0.172935 RPA=-0.061040 Ha
n=32 rho=15.756: e2d=-0.216047 law=-0.216036 RPA=-0.061602 Ha
   RPA mesh error = 1.992e-04 Ha; predicted = 1.990e-04 Ha
n=64 rho=31.512: e2d=-0.259140 law=-0.259137 RPA=-0.061750 Ha
   RPA mesh error = 5.093e-05 Ha; predicted = 5.092e-05 Ha
n=128 rho=63.024: e2d=-0.302238 law=-0.302238 RPA=-0.061788 Ha
e2d step n=64->128 = -0.043099 Ha = -1.1728 eV; e2d(128) = -8.2243 eV
shells rho 4-5: <ln rho>=1.5038 discrete=-0.13835 mesh=-0.13824 worst=0.00954 Ha
shells rho 6-7: <ln rho>=1.8727 discrete=-0.16082 mesh=-0.16111 worst=0.00584 Ha
shells rho 8-9: <ln rho>=2.1405 discrete=-0.17803 mesh=-0.17773 worst=0.00703 Ha
shells rho 10-11: <ln rho>=2.3520 discrete=-0.19117 mesh=-0.19087 worst=0.00338 Ha
discrete slope d e2d/d ln rho = -0.06240 Ha
correlation of (100) deviation with column-count estimate = 0.991
N=1174 rho=5.194: columns=89; pi rho^2=84.76
   (100) deviation = -0.00731 Ha; estimate = -0.00726 Ha
exchange integrand per ln x at small x = +0.01468 x^2 Ha
1D model V=0.2 Ha, k=0.2, q=0.001 1/bohr: intraband weight = 0.9999992
   interband weight/q^2 = 0.80084; k.p = 0.80084 bohr^2
G_HF(1e-4,1e-6,1e-8) = 0.01349 0.01013 0.00811 Ha
d(C/G_HF)/d ln(1/x) = 0.33182; lambda = 0.33172
rs=2: F(x=0.05) = -0.000518 Ha; -G = -0.062150 Ha
rs=2: F(x=0.5) = -0.021490 Ha; -G = -0.059042 Ha
rs=2: F(x=1.0) = -0.034141 Ha; -G = -0.049951 Ha
rs=2: F(x=2.0) = -0.018120 Ha; -G = -0.019349 Ha
<ln R> = -0.55066; xc/kappa = 0.59136; c0 = -0.07110 Ha
rs=0.0001: RPA = -0.357459 Ha; (C/2) ln rs + c0 = -0.357455 Ha
rs=0.001: RPA = -0.285892 Ha; (C/2) ln rs + c0 = -0.285866 Ha
rs=1.0: RPA = -0.07880 Ha; PW92-RPA fit = -0.07874 Ha
rs=2.0: RPA = -0.06180 Ha; PW92-RPA fit = -0.06180 Ha
rs=5.0: RPA = -0.04247 Ha; PW92-RPA fit = -0.04249 Ha
```
